Permittivity from dipole fluctuations for any surrounding dielectric

1. The simplest case: a sphere inside a conducting wall

A spherical sample of radius R and volume V = 4πR³/3 sits inside a conducting wall. Electrodes hold the wall at the potential −E z. With the sphere empty, the potential inside is −E z and the field is E along z. Now fill the sphere with a uniform dielectric of static permittivity ε. The potential −E z still satisfies Laplace's equation and still matches the wall, so the macroscopic field is again E. The wall supplies whatever charge is needed to cancel the field of the polarization charge on the surface.

Gaussian units are used. The polarization is P = (ε − 1)E/(4π), so the mean total dipole is

⟨M_z⟩ = V(ε − 1)E/(4π).

The same quantity follows from statistical mechanics. Each charge q_i at r_i feels the other charges, their images in the wall, and the applied potential −E z. The applied part adds −E Σ q_i z_i = −M_z E to the energy from which the forces derive. For a classical system at temperature T, a weak perturbation −M_z E produces

⟨M_z⟩ = var(M_z) E/(kT),

as derived in section 4. In an isotropic sample var(M_z) is one third of

var(M) = ⟨M·M⟩ − ⟨M⟩·⟨M⟩,

taken at zero applied field. Equating the two expressions for ⟨M_z⟩ gives

ε − 1 = 4π var(M)/(3VkT).

This case is simple because one field plays two roles: it couples to M, and it is the macroscopic field in the sample. For other surroundings these are two different fields, and their ratio gives the general formula.

2. The general statement and its conditions

Let the sphere fill a cavity in an infinite linear dielectric of permittivity ε′. Define the dimensionless fluctuation

y = 4π var(M)/(3VkT).

The result to be derived is

(ε − 1)(2ε′ + 1)/(2ε′ + ε) = y.   (A)

It holds under these conditions.

The sample is neutral, so M does not depend on the origin. It is isotropic, and R is large compared with the molecular size and the correlation length, so that ε describes it up to its surface. M contains every contribution whose response is to be counted in ε, and each contribution fluctuates thermally as part of the phase space. Induced dipoles that merely follow the instantaneous field at minimum energy do not meet this condition: M then depends on the applied field even at fixed positions, which adds a response that var(M) does not contain. The statistics are classical. The surroundings respond linearly and are in thermal equilibrium with the sample.

The last condition means that the field returned by the surroundings, the reaction field, acts while the average is taken. Hence var(M) depends on ε′, although ε is a property of the sample alone. In SI units the factor 4π in y is replaced by 1/ε₀, where ε₀ is the vacuum permittivity.

3. The two fields

Apply a uniform field E∞ along z far from the sphere. The potentials with the required symmetry are

φ_in = −E r cosθ,
φ_out = (−E∞ r + B/r²) cosθ.

Continuity of the potential at r = R gives

−E R = −E∞ R + B/R², so B = (E∞ − E)R³.

Continuity of the normal displacement, ε ∂φ_in/∂r = ε′ ∂φ_out/∂r, gives

−εE = ε′(−E∞ − 2B/R³) = −ε′(3E∞ − 2E).

Collecting the terms in E,

E = 3ε′E∞/(2ε′ + ε).   (B)

This is the macroscopic field in the filled sphere. Setting ε = 1 gives the field in the empty cavity,

E_c = 3ε′E∞/(2ε′ + 1).   (C)

The field that couples to M is E_c. To see this, hold the charges of the sample at fixed positions and let the surroundings relax. Because the surroundings are linear, the potential they and the distant sources produce at a charge is a sum of two parts. One part is caused by the distant sources with the cavity empty, and equals −E_c z. The other part is caused by the sample charges themselves and is present without any applied field. The effective energy of a configuration is therefore

H = H₀ + H_R − M_z E_c,

where H₀ is the energy of the isolated sample and H_R is the reaction energy. H_R and the coupling are free energies of the surroundings at fixed temperature, since ε′ may depend on T. The field E is not the coupling field: it already contains the mean response of the sample, which the statistical average has yet to produce.

The reaction field is needed below. Place a dipole M along z at the centre of the empty cavity and write

φ_in = (M/r² + a r) cosθ,
φ_out = (C/r²) cosθ.

The two boundary conditions are

M/R² + aR = C/R²,
−2M/R³ + a = −2ε′C/R³.

The first gives a = (C − M)/R³. Inserting this in the second gives C − 3M = −2ε′C, and so

C = 3M/(2ε′ + 1),
a = −2(ε′ − 1)M/[(2ε′ + 1)R³].

The reaction field is −a:

E_R = 2(ε′ − 1)M/[(2ε′ + 1)R³].   (D)

The coefficient C confirms the coupling by reciprocity. A distant charge Q on the positive z axis at distance d has the energy QC/d² = 3QM/[(2ε′ + 1)d²] in the potential of the dipole. Seen from the sphere, the same charge produces E∞ = −Q/(ε′d²). Equation (C) then gives −M E_c = 3QM/[(2ε′ + 1)d²], the same energy with the same sign.

4. From fluctuation to response

In the presence of E_c the mean dipole is

⟨M_z⟩ = ∫ M_z exp[−(H₀ + H_R − M_z E_c)/kT] dΓ / ∫ exp[−(H₀ + H_R − M_z E_c)/kT] dΓ,

where dΓ runs over the classical phase space of the sample. Differentiate with respect to E_c. The numerator contributes ⟨M_z²⟩/(kT), and the denominator contributes −⟨M_z⟩²/(kT). At zero field this gives

d⟨M_z⟩/dE_c = [⟨M_z²⟩ − ⟨M_z⟩²]/(kT) = var(M)/(3kT).

The last step uses isotropy. To first order in the field,

⟨M_z⟩ = var(M) E_c/(3kT).   (E)

No Gaussian distribution of M has been assumed, and interactions of any strength are allowed. The reaction energy remains in the Boltzmann weight. Its effect can be seen in two rigid dipoles of magnitude μ whose energy contains −J μ₁·μ₂/μ². For two dipoles close to the centre of a cavity, the reaction field (D) produces a term of this form, because −½M·E_R contains the product μ₁·μ₂, with J = 2(ε′ − 1)μ²/[(2ε′ + 1)R³]. The model leaves out the direct interaction of the two dipoles, of order μ²/r³ at separation r, which is larger than J when r is smaller than R. The value of J used next is chosen for illustration; for the liquid of section 8, J is at most 0.027 kT per pair. For J/kT = 0.8, Gauss-Legendre quadrature over the two polar cosines and a uniform sum over the relative azimuth give ⟨M²⟩/3 = 0.8373 μ². Without the coupling ⟨M²⟩ = 2μ², and the value is 2μ²/3. The coupling favours parallel dipoles and so raises both the fluctuation and the response.

The macroscopic description of the same state is

⟨M_z⟩ = V(ε − 1)E/(4π).   (F)

Dividing (B) by (C) removes E∞:

E/E_c = (2ε′ + 1)/(2ε′ + ε).

Insert this in (F), equate with (E), and cancel E_c:

V(ε − 1)(2ε′ + 1)/[4π(2ε′ + ε)] = var(M)/(3kT).

Multiplication by 4π/V gives (A).

The classical assumption enters at the differentiation, where M_z and H are treated as commuting. A charge q of mass m in a harmonic well of angular frequency ω shows what is lost. Its static response is q²/(mω²). In the ground state the variance of qx is q²ħ/(2mω). The ratio of the variance to kT times the response is then ħω/(2kT), whereas the classical ratio is 1. The ground state describes the oscillator only when ħω ≫ kT. At any temperature the thermal variance is larger than the ground-state value by the factor coth(ħω/2kT), so the ratio is (ħω/2kT) coth(ħω/2kT). It tends to 1 when ħω ≪ kT and is 1.08 at ħω = kT. If var(M) is the true quantum variance, formula (A) therefore requires ħω ≪ kT for every mode that contributes appreciably to M. A classical simulation samples the variance kT q²/(mω²) instead, so for a harmonic mode it returns the correct static response at any ω.

5. The boundary as a spring

Take the reciprocal of (A) and write 2ε′ + ε = (2ε′ + 1) + (ε − 1):

1/y = 1/(ε − 1) + 1/(2ε′ + 1).   (G)

The first term belongs to the sample and the second to its boundary. Each is a stiffness against the growth of M, as a direct energy calculation shows.

Let the sphere have uniform polarization P = M/V, and let χ = (ε − 1)/(4π). There are three contributions to the free energy.

The local cost of polarization is

V P²/(2χ) = 4πM²/[2V(ε − 1)] = 3M²/[2(ε − 1)R³].

The surface charge produces the field −4πP/3 = −M/R³, and the corresponding depolarization energy is

+M²/(2R³).

The reaction energy is half the product of the dipole and the field it induces, with a minus sign:

−½M E_R = −(ε′ − 1)M²/[(2ε′ + 1)R³].

The last two add to

M²[(2ε′ + 1) − 2(ε′ − 1)]/[2(2ε′ + 1)R³] = 3M²/[2(2ε′ + 1)R³].

The total is

A(M) = (3M²/2R³)[1/(ε − 1) + 1/(2ε′ + 1)].

Uniform polarization is the state of lowest free energy at given M. It produces a uniform field, so P/χ minus that field is constant, which is the stationarity condition at fixed M. The quadratic energy is positive, so the stationary state is the minimum. In this linear continuum model the non-uniform fluctuations add a term independent of M. The distribution is then proportional to exp[−A(M)/kT], and its three components give

var(M) = 3kT/(d²A/dM²) = R³kT y,   (H)

with y given by (G). Since R³ = 3V/(4π), this is again (A).

6. Three boundaries

Conducting surroundings. As ε′ → ∞ the boundary term in (G) vanishes, and

ε − 1 = y.

The depolarization energy is cancelled by the reaction energy, and the fluctuations are the largest that any ε′ ≥ 1 allows.

The same relation applies to a periodic simulation cell of an isotropic system if the code holds the average macroscopic field E fixed and couples it as −M·E. The argument of section 1 then holds with V the cell volume. M must be built from whole molecules, so that it does not jump when a molecule crosses a cell face.

Vacuum. With ε′ = 1,

3(ε − 1)/(ε + 2) = y.

Here y stays below 3 for every finite ε > 1. For ε = 30 the value is 2.719, and for ε = 1000 it is 2.991. The depolarization energy limits the fluctuations so strongly that they carry little information about a large ε.

Kirkwood-Froehlich surroundings. With ε′ = ε the sphere is embedded in its own continuum, and

(ε − 1)(2ε + 1)/(3ε) = y.

This describes a large sphere inside a still larger sample of the same substance. For N rigid molecules of dipole μ with ⟨M⟩ = 0, define the Kirkwood factor by

var(M) = N g μ².

Writing M as a sum over molecules gives

g = 1 + (1/N) Σ_{i≠j} ⟨cos γ_ij⟩,

where γ_ij is the angle between dipoles i and j. The relation becomes

(ε − 1)(2ε + 1)/ε = 4πN g μ²/(VkT).

To find ε from y, multiply out (ε − 1)(2ε + 1) = 3yε:

2ε² − (1 + 3y)ε − 1 = 0.

The product of the roots is −1/2, so one root is positive:

ε = [1 + 3y + √((1 + 3y)² + 8)]/4.

7. Inversion and the growth of errors

For a prescribed ε′, let b = 2ε′ + 1. Equation (G) gives 1/(ε − 1) = 1/y − 1/b, and so

ε = 1 + by/(b − y).   (I)

For conducting surroundings use ε = 1 + y. If a run gives a y equal to b or larger, (I) has no physical value. The run may be too short for that boundary, or the boundary assumed in the analysis may not be the one used in the run.

Differentiating (I) gives

dε/dy = b²/(b − y)².

From (G), y = b(ε − 1)/(2ε′ + ε), and hence b − y = b²/(2ε′ + ε). Therefore

dε/dy = (2ε′ + ε)²/(2ε′ + 1)².

The factor that converts a small relative error of y into a relative error of ε is

F = (y/ε) dε/dy = (ε − 1)(2ε′ + ε)/[ε(2ε′ + 1)].   (J)

For large ε it grows as ε/3 in vacuum, while for conducting surroundings it is (ε − 1)/ε, which is below 1.

If ε′ is not prescribed but follows ε, as for a sphere inside a larger sample, the derivative is different. From y = (2ε − 1 − 1/ε)/3 one has dy/dε = (2 + 1/ε²)/3, and the factor becomes

F_tied = y/(ε dy/dε) = (ε − 1)(2ε + 1)/(2ε² + 1).

A simulation with a reaction field has a prescribed ε′. It should be analysed with (I) and that value of ε′, and its error follows from (J), even if ε′ happens to equal the resulting ε.

The statistical error of y comes from var(M). Let the three components of M be independent Gaussian variables of zero mean and variance s². Then M² has mean 3s² and variance 3 × 2s⁴ = 6s⁴. The average of n independent samples has the relative standard error

√(6s⁴/n)/(3s²) = √(2/(3n)).

For a correlated trajectory n is the effective number of independent samples, not the number of stored frames. The mean of M is known to be zero by symmetry here. The mean of n independent samples of M has a typical length equal to the rms dipole divided by √n. A sample mean comparable with the rms dipole therefore shows that the trajectory contains too few independent samples.

8. Worked example

The model liquid has ε = 30, R = 20 Å and T = 300 K, with N = 500 rigid molecules of dipole μ = 3 D. These are round parameters and stand for no particular substance. The permittivity is prescribed, and the formula gives the fluctuations of the continuum limit, in which ε holds up to a sharp surface at R. A sphere of only 500 molecules does not reach this limit: the surface layer changes var(M) by a relative amount of the order of the molecular size divided by R, which can be several per cent in vacuum and tens of per cent for a sphere in its own medium. The numbers below, g included, are large-sphere values and not predictions for a simulation of this size.

The thermal energy is kT = 4.142 × 10⁻¹⁴ erg, and R³ = 8.0 × 10⁻²¹ cm³. Since 1 D² = 10⁻³⁶ erg cm³, equation (H) becomes

var(M) = R³kT y = (331.4 D²) y.

The three values of y are

vacuum: y = 3 × 29/32 = 2.719,
Kirkwood-Froehlich: y = 29 × 61/90 = 19.66,
conducting: y = 29.

They give

vacuum: var(M) = 901 D² = 39.0 e²Å², rms dipole 30.0 D,
Kirkwood-Froehlich: var(M) = 6513 D² = 282 e²Å², rms dipole 80.7 D,
conducting: var(M) = 9609 D² = 417 e²Å², rms dipole 98.0 D.

The same liquid thus has variances that differ by more than a factor of ten. Dividing by Nμ² = 500 × 9 D² = 4500 D² gives 0.200, 1.447 and 2.135. The middle value is the Kirkwood factor, g ≈ 1.45. The other two contain the effect of a different boundary and should not be read as g.

The mean change per pair of molecules is small. Because var(M)/(Nμ²) − 1 equals N − 1 times the mean pair cosine, going from Kirkwood-Froehlich to conducting surroundings raises that mean by (2.135 − 1.447)/499 ≈ 0.0014. A mean shift this small is enough to change the total variance by almost half, because there are so many pairs.

Now suppose that each simulation supplies n = 10000 independent samples. The relative standard error of var(M) is √(2/30000) = 0.82 % for every boundary. Equation (J) converts it, to first order, into these relative errors of ε:

vacuum: F = 10.31, error 8.4 %,
ε′ = 30, prescribed: F = 1.43, error 1.2 %,
conducting: F = 0.97, error 0.79 %.

Since the error falls as 1/√n, the vacuum run would need about (10.311/0.967)² ≈ 114 times as many independent samples to match the conducting run. This is not the ratio of run lengths, because M relaxes faster against the stiffer boundary: for ε(ω) − 1 of Debye form with time τ and a frequency-independent ε′, the relaxation time of M is τ(2ε′ + 1)/(2ε′ + ε), here 3τ/32 in vacuum, so the run would be about 11 times longer. Systematic errors are amplified by the same F. An error of 1 % in R changes y by about 3 %, and in vacuum (I) then returns ε = 23 or 43 instead of 30. If ε′ follows ε, the factor is 0.98 and the error 0.80 %.

Using the formula for the wrong boundary can do far more harm than noise. The vacuum variance inserted in the conducting formula gives ε = 1 + 2.719 = 3.72 instead of 30. The conducting variance inserted in the vacuum formula gives

ε = 1 + 3 × 29/(3 − 29) = −2.35.

The second result is visibly absurd. The first looks like an ordinary permittivity, so the value of ε′ should be stored together with the trajectory and passed to the analysis.
